**McLean isotherm from free-energy minimisation, with site and supply ceilings**

The result is $x_g/(1-x_g)=e^{Q/kT}x_b/(1-x_b)$, where $x_g$ and $x_b$ are the solute fractions of boundary and interior sites and $Q$ is the free energy released by exchanging an interior solute with a boundary host atom. In a closed grain, $x_t=fx_g+(1-f)x_b$, where $x_t$ is the total solute fraction and $f$ the boundary share of sites. The program asserts the counting by enumerating every arrangement of a small crystal, and the approach of exact canonical averages to the minimum as the system grows. It also compares the closed formula with direct numerical minimisation, and the curvature and responses with finite differences. Further assertions cover the strong-attraction ceilings, the role of site exclusion, the threshold $4kT$ for lateral condensation and the slowest diffusion mode of a square grain. For rough copper-film parameters at 700 K, with $Q=0.40$ eV and 1 % total solute, the output gives 74 % boundary filling and an interior depleted to 0.38 %. With 0.5 % total solute, the filling cannot exceed 59 %, however strong the attraction.

## Numerical check

```python
"""
McLean segregation isotherm from minimisation of a free energy.

Result under test:
    x_g/(1-x_g) = K x_b/(1-x_b),   K = exp(Q/kT),
    x_t = f x_g + (1-f) x_b.
x_g, x_b, x_t : solute fractions of boundary sites, interior sites, all sites
f             : boundary sites divided by all sites
Q             : free energy released by exchanging an interior solute with
                a boundary host atom, without configurational entropy
Each site holds one atom; solutes do not interact. Saturation follows from
site exclusion, and in a closed grain also from the finite solute supply.
The example uses rough round parameters in the regime of a copper film.
"""
from itertools import combinations
from math import comb, exp, factorial, log, pi, sqrt
import numpy as np
from scipy.constants import Boltzmann, elementary_charge
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit, gammaln, xlogy

K_B = Boltzmann / elementary_charge  # eV/K


def mixing(x):
    return xlogy(x, x) + xlogy(1 - x, 1 - x)


def interior_fraction(x_g, f, x_t):
    return (x_t - f * x_g) / (1 - f)


def free_energy(x_g, log_k, f, x_t):
    """Free energy per boundary site in units of kT, up to a constant."""
    x_b = interior_fraction(x_g, f, x_t)
    return -log_k * x_g + mixing(x_g) + (1 - f) / f * mixing(x_b)


def closed_filling(log_k, f, x_t):
    k = exp(log_k)
    b = 1 + (k - 1) * (x_t + f)
    return 2 * k * x_t / (b + sqrt(b * b - 4 * f * k * (k - 1) * x_t))


def open_filling(log_k, x_b):
    return float(expit(log_k + log(x_b / (1 - x_b))))


def curvature(x_g, f, x_t):
    x_b = interior_fraction(x_g, f, x_t)
    return 1 / (x_g * (1 - x_g)) + f / ((1 - f) * x_b * (1 - x_b))


def minimised_filling(log_k, f, x_t):
    low = max(0.0, (x_t - (1 - f)) / f)
    high = min(1.0, x_t / f)
    answer = minimize_scalar(free_energy, bounds=(low, high),
                             args=(log_k, f, x_t), method="bounded",
                             options={"xatol": 1e-11, "maxiter": 1000})
    return answer.x


# Example inputs: rough typical magnitudes, not data for one solute.
temperature = 700.0        # K
use_temperature = 373.0    # K
q_seg = 0.40               # eV
total = 0.01
width = 50.0               # nm, square columnar grain
height = 100.0             # nm
area_sites = 18.0          # boundary sites per nm2
volume_sites = 85.0        # all sites per nm3
d_prefactor = 0.1          # cm2/s
d_barrier = 2.0            # eV
kt = K_B * temperature
log_k = q_seg / kt
# A square column owns half of each of its four side boundaries.
f_site = (2 / width) * area_sites / volume_sites
x_g = closed_filling(log_k, f_site, total)
x_b = interior_fraction(x_g, f_site, total)

# Enumerate every arrangement, with separate host and solute energies.
host_int, host_gb, sol_int, sol_gb = -3.0, -2.7, -2.0, -2.1
small_q = (sol_int - host_int) - (sol_gb - host_gb)
n_gb, n_int, n_sol = 4, 8, 5
direct = np.zeros(n_gb + 1)
for chosen in combinations(range(n_gb + n_int), n_sol):
    occupied = set(chosen)
    energy = 0.0
    for site in range(n_gb + n_int):
        if site < n_gb:
            energy += sol_gb if site in occupied else host_gb
        else:
            energy += sol_int if site in occupied else host_int
    at_gb = sum(site < n_gb for site in chosen)
    direct[at_gb] += exp(-(energy + 32.0) / kt)
counted = np.array([comb(n_gb, m) * comb(n_int, n_sol - m)
                    * exp(m * small_q / kt) for m in range(n_gb + 1)])
assert np.allclose(direct / direct.sum(), counted / counted.sum(),
                   rtol=1e-10)


# Exact canonical averages must approach the minimum as 1/size.
def log_choose(n, m):
    return gammaln(n + 1) - gammaln(m + 1) - gammaln(n - m + 1)


test_f, test_total, test_log_k = 0.1, 0.12, log(20.0)
test_x = closed_filling(test_log_k, test_f, test_total)
errors = []
for boundary_count in (800, 1600, 3200):
    interior_count = 9 * boundary_count
    solute_count = round(test_total * 10 * boundary_count)
    m = np.arange(min(boundary_count, solute_count) + 1)
    log_weight = (log_choose(boundary_count, m)
                  + log_choose(interior_count, solute_count - m)
                  + test_log_k * m)
    weight = np.exp(log_weight - log_weight.max())
    weight /= weight.sum()
    mean = np.dot(weight, m) / boundary_count
    variance = np.dot(weight, (m / boundary_count - mean) ** 2)
    errors.append(abs(mean - test_x))
assert errors[-1] < 1e-3
assert 1.8 < errors[0] / errors[1] < 2.2
assert 1.8 < errors[1] / errors[2] < 2.2
assert abs(boundary_count * variance
           * curvature(test_x, test_f, test_total) - 1) < 0.01

# Direct minimisation against the closed formula, in several regimes.
max_difference = 0.0
for trial_q in (-0.1, 0.1, 0.4, 0.7):
    for trial_f, trial_total in ((f_site, 0.01), (f_site, 0.005),
                                 (0.2, 0.3), (0.6, 0.7)):
        by_formula = closed_filling(trial_q / kt, trial_f, trial_total)
        by_search = minimised_filling(trial_q / kt, trial_f, trial_total)
        max_difference = max(max_difference, abs(by_formula - by_search))
assert max_difference < 2e-6  # limited by rounding near a flat minimum

# Curvature and closed-grain response by finite differences.
step = 1e-4
second = (free_energy(x_g + step, log_k, f_site, total)
          - 2 * free_energy(x_g, log_k, f_site, total)
          + free_energy(x_g - step, log_k, f_site, total)) / step**2
curve = curvature(x_g, f_site, total)
assert abs(second / curve - 1) < 1e-4
response = (closed_filling(log_k + step, f_site, total)
            - closed_filling(log_k - step, f_site, total)) / (2 * step)
assert abs(response * curve - 1) < 1e-5
open_x = open_filling(log_k, total)
open_response = (open_filling(log_k + step, total)
                 - open_filling(log_k - step, total)) / (2 * step)
assert abs(open_response / (open_x * (1 - open_x)) - 1) < 1e-5
assert abs(closed_filling(log_k, 1e-9, total) - open_x) < 1e-6

# Strong attraction: site ceiling or supply ceiling.
for trial_total in (0.005, 0.01):
    ceiling = min(1.0, trial_total / f_site)
    assert abs(closed_filling(2.0 / kt, f_site, trial_total)
               - ceiling) < 1e-6

# Exclusion is the cause: change the greatest number of atoms per site.
activity = exp(log_k) * total / (1 - total)


def mean_occupation(strength, greatest):
    weights = [strength**j / factorial(j) for j in range(greatest + 1)]
    return sum(j * w for j, w in enumerate(weights)) / sum(weights)


assert abs(mean_occupation(activity, 1) - open_x) < 1e-12
for greatest in (1, 2, 3):
    assert abs(mean_occupation(1e7, greatest) - greatest) < 1e-5
no_exclusion = minimize_scalar(
    lambda c: -log(activity) * c + xlogy(c, c) - c,
    bounds=(0, 50), method="bounded", options={"xatol": 1e-10}).x
assert abs(no_exclusion - mean_occupation(activity, 60)) < 1e-5
assert no_exclusion > 1

# Lateral attraction w allows two fillings only above w = 4 kT.
grid = np.linspace(0.001, 0.999, 1000)
root_counts = []
for w_over_kt in (3.9, 4.1):
    balance = (np.log(grid / (1 - grid)) + w_over_kt / 2
               - w_over_kt * grid)
    root_counts.append(int(np.sum(balance[1:] * balance[:-1] < 0)))
assert root_counts == [1, 3]


# Neglected effects, all with the solute total conserved.
def extended_filling(lateral=0.0, spread=0.0):
    offsets = np.linspace(-6, 6, 241)
    weights = np.exp(-offsets**2 / 2)
    weights /= weights.sum()

    def mismatch(x):
        inside = interior_fraction(x, f_site, total)
        energies = q_seg + lateral * x + spread * offsets
        occupied = expit(energies / kt + log(inside / (1 - inside)))
        return x - np.dot(weights, occupied)

    high = min(1.0, total / f_site) * (1 - 1e-12)
    return brentq(mismatch, 1e-12, high, xtol=1e-13)


assert abs(extended_filling() - x_g) < 1e-10
attractive = extended_filling(lateral=0.05)
repulsive = extended_filling(lateral=-0.05)
spread_out = extended_filling(spread=0.10)
entropy_up = closed_filling(log_k + 1, f_site, total)
entropy_down = closed_filling(log_k - 1, f_site, total)

# Slowest diffusion mode of a unit square with absorbing sides.
points = 30
h = 1 / (points + 1)
line = (2 * np.eye(points) - np.eye(points, k=1)
        - np.eye(points, k=-1)) / h**2
square = np.kron(line, np.eye(points)) + np.kron(np.eye(points), line)
lowest = eigh(square, eigvals_only=True, subset_by_index=[0, 0])[0]
assert abs(lowest / (2 * pi**2) - 1) < 2e-3


def diffusivity(temp, barrier=d_barrier):
    return d_prefactor * exp(-barrier / (K_B * temp))  # cm2/s


def diffusion_time(temp, barrier=d_barrier):
    return (width * 1e-7)**2 / (2 * pi**2 * diffusivity(temp, barrier))


use_filling = closed_filling(q_seg / (K_B * use_temperature),
                             f_site, total)
boundary_cost = kt * log(x_g / (1 - x_g))
interior_cost = -kt * log(x_b / (1 - x_b))
assert abs(boundary_cost + interior_cost - q_seg) < 1e-10
sites_per_grain = 2 * width * height * area_sites
rms = 1 / sqrt(sites_per_grain * curve)
needed_ratio = 99 / exp(log_k)
needed_interior = needed_ratio / (1 + needed_ratio)
needed_q = kt * log(99 * (1 - total) / total)
assert abs(open_filling(log_k, needed_interior) - 0.99) < 1e-10
assert abs(open_filling(needed_q / kt, total) - 0.99) < 1e-10

print(f"Anneal temperature: {temperature:.0f} K; kT = {kt:.5f} eV")
print(f"Segregation free energy Q: {q_seg:.2f} eV; K = {exp(log_k):.1f}")
print(f"Grain width, height: {width:.0f}, {height:.0f} nm")
print(f"Site densities: {area_sites:.0f} /nm2, {volume_sites:.0f} /nm3")
print(f"Boundary share of sites f: {100*f_site:.4f} %")
print(f"Total solute: {100*total:.2f} %")
print(f"Supply ratio x_t/f: {total/f_site:.4f}")
print(f"Boundary filling, closed grain: {100*x_g:.2f} %")
print(f"Open boundary sites: {100*(1-x_g):.2f} %")
print(f"Interior solute after segregation: {100*x_b:.4f} %")
print(f"Share of solute at boundary: {100*f_site*x_g/total:.2f} %")
print(f"Boundary excess: {area_sites*(x_g-x_b):.3f} atoms/nm2")
print(f"Filling with interior held at 1 %: {100*open_x:.2f} %")
print(f"Coverage without exclusion, same interior: {no_exclusion:.3f}")
print(f"Boundary entropy cost of next atom: {boundary_cost:.4f} eV")
print(f"Interior entropy cost of next atom: {interior_cost:.4f} eV")
print(f"Curvature per boundary site, over kT: {curve:.4f}")
print(f"Closed response dx_g/d(Q/kT): {response:.4f}")
print(f"Held-interior response at 1 %: {open_response:.4f}")
print("Q (eV) | filling %: held 1 % | closed 1 % | closed 0.5 %")
for trial_q in (0.2, 0.4, 0.6, 0.8, 1.2):
    values = (open_filling(trial_q / kt, total),
              closed_filling(trial_q / kt, f_site, total),
              closed_filling(trial_q / kt, f_site, 0.005))
    print(f"{trial_q:.1f} | " + " | ".join(f"{100*v:.4f}" for v in values))
print(f"Supply ceiling at 0.5 % total: {100*0.005/f_site:.4f} %")
print(f"Interior for 99 % filling at this Q: {100*needed_interior:.2f} %")
print(f"Q for 99 % filling at 1 % interior: {needed_q:.4f} eV")
print(f"Filling, lateral attraction 0.05 eV: {100*attractive:.2f} %")
print(f"Filling, lateral repulsion 0.05 eV: {100*repulsive:.2f} %")
print(f"Condensation threshold 4kT: {4*kt:.4f} eV")
print(f"Filling, site-energy spread 0.10 eV: {100*spread_out:.2f} %")
print(f"Filling, excess entropy +1 k: {100*entropy_up:.2f} %")
print(f"Filling, excess entropy -1 k: {100*entropy_down:.2f} %")
print(f"Boundary sites per grain: {sites_per_grain:.0f}")
print(f"RMS filling fluctuation per grain: {100*rms:.4f} % points")
print("Ideal solution against a pure solute precipitate:")
print(f"  greatest safe solution energy, start: {-kt*log(total):.4f} eV")
print(f"  greatest safe solution energy, end: {-kt*log(x_b):.4f} eV")
print(f"Diffusion inputs: {d_prefactor:.1f} cm2/s, {d_barrier:.1f} eV")
print(f"Diffusivity at anneal: {diffusivity(temperature):.3e} cm2/s")
print(f"Diffusion time at anneal: {diffusion_time(temperature)/3600:.2f} h")
slow = diffusion_time(temperature, d_barrier + 0.1) / 3600
print(f"Same with barrier 0.1 eV higher: {slow:.2f} h")
print(f"Use temperature: {use_temperature:.0f} K")
print(f"Equilibrium filling at use: {100*use_filling:.2f} %")
print(f"Diffusion time at use: {diffusion_time(use_temperature):.2e} s")
print(f"Largest minimisation difference: {max_difference:.1e}")
print(f"Canonical mean error, 3200 boundary sites: {errors[-1]:.2e}")
print("all tests passed")
```

It prints:

```
Anneal temperature: 700 K; kT = 0.06032 eV
Segregation free energy Q: 0.40 eV; K = 758.4
Grain width, height: 50, 100 nm
Site densities: 18 /nm2, 85 /nm3
Boundary share of sites f: 0.8471 %
Total solute: 1.00 %
Supply ratio x_t/f: 1.1806
Boundary filling, closed grain: 74.09 %
Open boundary sites: 25.91 %
Interior solute after segregation: 0.3756 %
Share of solute at boundary: 62.76 %
Boundary excess: 13.268 atoms/nm2
Filling with interior held at 1 %: 88.45 %
Coverage without exclusion, same interior: 7.660
Boundary entropy cost of next atom: 0.0634 eV
Interior entropy cost of next atom: 0.3366 eV
Curvature per boundary site, over kT: 7.4919
Closed response dx_g/d(Q/kT): 0.1335
Held-interior response at 1 %: 0.1021
Q (eV) | filling %: held 1 % | closed 1 % | closed 0.5 %
0.2 | 21.7628 | 19.0259 | 10.3195
0.4 | 88.4529 | 74.0880 | 45.9305
0.6 | 99.5282 | 97.3668 | 58.2459
0.8 | 99.9828 | 99.8883 | 58.9985
1.2 | 100.0000 | 99.9999 | 59.0277
Supply ceiling at 0.5 % total: 59.0278 %
Interior for 99 % filling at this Q: 11.55 %
Q for 99 % filling at 1 % interior: 0.5544 eV
Filling, lateral attraction 0.05 eV: 82.17 %
Filling, lateral repulsion 0.05 eV: 66.13 %
Condensation threshold 4kT: 0.2413 eV
Filling, site-energy spread 0.10 eV: 68.79 %
Filling, excess entropy +1 k: 85.27 %
Filling, excess entropy -1 k: 58.71 %
Boundary sites per grain: 180000
RMS filling fluctuation per grain: 0.0861 % points
Ideal solution against a pure solute precipitate:
  greatest safe solution energy, start: 0.2778 eV
  greatest safe solution energy, end: 0.3369 eV
Diffusion inputs: 0.1 cm2/s, 2.0 eV
Diffusivity at anneal: 3.987e-16 cm2/s
Diffusion time at anneal: 0.88 h
Same with barrier 0.1 eV higher: 4.63 h
Use temperature: 373 K
Equilibrium filling at use: 99.75 %
Diffusion time at use: 1.34e+16 s
Largest minimisation difference: 9.4e-09
Canonical mean error, 3200 boundary sites: 3.43e-05
all tests passed
```
